# Steady thickness ratio of a two-oxide scale from separate parabolic constants

## Two layers that do not keep their separate thicknesses

In a model scale grown for 10 h, the inner oxide growing alone would reach 121.5 µm and the outer oxide growing alone would reach 42.7 µm. Grown together, under the same oxygen potentials at their faces, they reach 115.8 µm and 14.8 µm. The inner layer loses about 5 % of its thickness, while the outer layer loses about two thirds. Transport within each layer obeys the same law as before. What has changed is the reaction at their common interface, where each oxide can grow at the expense of the other.

## Setting and conventions

A metal M carries an inner oxide MO$_{\nu_1}$, called layer 1, and an outer oxide MO$_{\nu_2}$, called layer 2, with $\nu_2>\nu_1$. The layers are flat, dense and adherent. Local equilibrium holds at all three interfaces, so the oxygen potential at each is fixed. The metal dissolves no oxygen, and nothing evaporates.

Let $V_i$ be the volume of oxide $i$ per mole of metal in it, $x_i$ its thickness, and $n_i=x_i/V_i$ its metal content per unit area. The coordinate $z$ points from metal to gas. The metal flux $J_M$ is counted positive outward and the oxygen flux $J_O$ positive inward, both in moles of atoms.

The separate constants are defined by

$$x_i\frac{dx_i}{dt}=k_i,\qquad x_i^2=2k_it .$$

This convention contains a factor 2; a constant defined by $x^2=Kt$ is twice as large. Here $k_1$ describes oxide 1 alone on M, with its outer face at the oxygen potential of the 1/2 equilibrium. The constant $k_2$ describes oxide 2 alone between that potential and the gas, fed from a source that supplies metal but no oxygen. Constants measured between other potentials do not in general determine the double scale.

## One flux for each layer

Both elements may move, so we seek a combination of their fluxes that measures oxidation whichever one is mobile. Define

$$\Phi_i=J_O+\nu_iJ_M .$$

If the whole oxide drifts outward at speed $w$, the metal flux gains $w/V_i$ and the inward oxygen flux loses $\nu_iw/V_i$. These changes cancel in $\Phi_i$, which is therefore independent of the frame.

It is also uniform across the layer. With concentrations $c_M$ and $c_O$, conservation gives $\partial c_M/\partial t=-\partial J_M/\partial z$ and $\partial c_O/\partial t=+\partial J_O/\partial z$. The signs differ because the fluxes are counted in opposite directions. Hence

$$\frac{\partial\Phi_i}{\partial z}=\frac{\partial}{\partial t}(c_O-\nu_ic_M)\approx0 ,$$

provided the range of composition within the oxide is narrow. This is the quasi-steady approximation.

Next we relate $\Phi_i$ to $k_i$. When electrons or holes carry charge much more easily than ions, the electrochemical potential of the electrons is nearly uniform. The ions then move down the gradients of the neutral-component potentials $\mu_M$ and $\mu_O$. With component diffusivities $D_M,D_O$ and no cross-coupling between the two ion fluxes,

$$J_M=-\frac{D_M}{V_iRT}\frac{d\mu_M}{dz},\qquad J_O=\frac{\nu_iD_O}{V_iRT}\frac{d\mu_O}{dz}.$$

At constant temperature and pressure the Gibbs-Duhem relation is $d\mu_M=-\nu_i\,d\mu_O$, so

$$J_M=\frac{\nu_iD_M}{V_iRT}\frac{d\mu_O}{dz}.$$

Since $d\mu_O=\tfrac12RT\,d\ln p_{O_2}$,

$$\Phi_i=\frac{\nu_i}{2V_i}(D_O+\nu_iD_M)\frac{d\ln p_{O_2}}{dz}.$$

Integrate over the thickness. The left side gives $\Phi_ix_i$ because $\Phi_i$ is uniform:

$$\Phi_ix_i=\frac{\nu_i}{V_i}\,\frac12\int(D_O+\nu_iD_M)\,d\ln p_{O_2}.$$

For an oxide growing alone, all the metal in the scale enters at the metal side. There, per area and time, arriving oxygen binds $J_O/\nu_i$ moles of metal, and another $J_M$ moles move into the oxide to react further out. With both fluxes taken at that face, the sum is $dn_i/dt=\Phi_i/\nu_i$, or $dx_i/dt=V_i\Phi_i/\nu_i$. Comparison with $dx_i/dt=k_i/x_i$ gives

$$k_i=\frac12\int(D_O+\nu_iD_M)\,d\ln p_{O_2},\qquad \Phi_i=\frac{\nu_ik_i}{V_ix_i}.$$

The second relation carries over to the double scale, because the potentials at the faces of each layer are the same. The relation between $\Phi_i$ and the growth rate does not carry over.

## Balances at the three interfaces

A second subscript on a flux now names the layer. Oxygen reaching the metal forms oxide 1 at the rate $J_{O1}/\nu_1$. Metal reaching the gas forms oxide 2 at the rate $J_{M2}$. At the common interface let $r$ and $s_c$ be the formation rates of oxides 1 and 2; a negative value means consumption. Metal arrives through layer 1 and leaves through layer 2, while oxygen does the reverse:

$$r+s_c=J_{M1}-J_{M2},\qquad \nu_1r+\nu_2s_c=J_{O2}-J_{O1}.$$

Add the metal in all newly formed oxide:

$$\frac{dn_1}{dt}+\frac{dn_2}{dt}=\frac{J_{O1}}{\nu_1}+(J_{M1}-J_{M2})+J_{M2}=\frac{\Phi_1}{\nu_1}.$$

Add the oxygen in the same way:

$$\nu_1\frac{dn_1}{dt}+\nu_2\frac{dn_2}{dt}=J_{O1}+(J_{O2}-J_{O1})+\nu_2J_{M2}=\Phi_2 .$$

Thus the inner layer controls the consumption of metal, and the outer layer controls the uptake of oxygen. These two totals are fixed at the metal and gas surfaces. They therefore also hold if the ratio of the ion fluxes varies inside a layer and some oxide forms there.

Subtract $\nu_1$ times the metal balance from the oxygen balance, and then the oxygen balance from $\nu_2$ times the metal balance:

$$(\nu_2-\nu_1)\frac{dn_2}{dt}=\Phi_2-\Phi_1,$$

$$(\nu_2-\nu_1)\frac{dn_1}{dt}=\frac{\nu_2}{\nu_1}\Phi_1-\Phi_2 .$$

The mobile species no longer appears. It affects the growth rates only through $k_1$ and $k_2$.

## Constants measured in reaction couples

Suppose oxide 2 grows on bulk oxide 1 that is already in equilibrium with it, so that $\Phi_1=0$. Then

$$\frac{dx_2}{dt}=\frac{V_2\Phi_2}{\nu_2-\nu_1}=\frac{\nu_2}{\nu_2-\nu_1}\frac{k_2}{x_2}.$$

The measured constant exceeds $k_2$ by the factor $\nu_2/(\nu_2-\nu_1)$, since each metal atom already brings $\nu_1$ oxygen atoms with it.

In the opposite couple, oxide 1 grows between M and bulk oxide 2. Excluding the gas is not enough here: oxide 2 must already be at the oxygen potential of the 1/2 equilibrium, since otherwise it supplies its excess oxygen and the factor below comes out smaller. Under that condition $\Phi_2=0$ and

$$\frac{dx_1}{dt}=\frac{V_1\nu_2\Phi_1}{\nu_1(\nu_2-\nu_1)}=\frac{\nu_2}{\nu_2-\nu_1}\frac{k_1}{x_1}.$$

The factor is the same. For MO and M$_3$O$_4$ it is $(4/3)/(1/3)=4$, as the reaction M + M$_3$O$_4$ → 4 MO shows directly. Constants from such couples must be divided by this factor before they are used below.

## The steady ratio

Introduce

$$p=\frac{\nu_1}{\nu_2},\quad \kappa_i=\frac{k_i}{V_i^2},\quad s=\frac{\kappa_2}{\kappa_1},\quad \rho=\frac{n_2}{n_1}.$$

Since $x_i=V_in_i$, the fluxes are $\Phi_i=\nu_i\kappa_i/n_i$. Insert them in the growth equations and use $\nu_2/(\nu_2-\nu_1)=1/(1-p)$:

$$\frac{dn_1}{dt}=\frac{1}{1-p}\left(\frac{\kappa_1}{n_1}-\frac{\kappa_2}{n_2}\right)=\frac{\kappa_1}{(1-p)n_1}\left(1-\frac{s}{\rho}\right),$$

$$\frac{dn_2}{dt}=\frac{1}{1-p}\left(\frac{\kappa_2}{n_2}-\frac{p\kappa_1}{n_1}\right)=\frac{\kappa_1}{(1-p)n_1}\left(\frac{s}{\rho}-p\right).$$

The ratio changes at the rate

$$\frac{d\rho}{dt}=\frac{1}{n_1}\left(\frac{dn_2}{dt}-\rho\frac{dn_1}{dt}\right)=\frac{\kappa_1}{(1-p)n_1^2}\left(\frac{s}{\rho}-p-\rho+s\right).$$

Taking out $-1/\rho$ gives

$$\frac{d\rho}{dt}=-\frac{\kappa_1}{(1-p)\rho n_1^2}\,Q(\rho),\qquad Q(\rho)=\rho^2+(p-s)\rho-s .$$

A steady ratio requires $Q=0$. The product of the two roots is $-s<0$, so exactly one is positive:

$$\rho=\frac{s-p+\sqrt{(s-p)^2+4s}}{2},\qquad \frac{x_2}{x_1}=\frac{V_2}{V_1}\rho .$$

Both layers must also grow in this state. The rate equations require $s<\rho<s/p$. At the ends of this interval

$$Q(s)=-(1-p)s<0,\qquad Q(s/p)=\frac{(1-p)s^2}{p^2}>0,$$

so the root lies between them. Within this model a steady scale with both oxides exists for every pair of positive constants.

## Thickness laws

At the root, $\rho(\rho+p)=s(1+\rho)$. Therefore

$$1-\frac{s}{\rho}=1-\frac{\rho+p}{1+\rho}=\frac{1-p}{1+\rho},\qquad n_1\frac{dn_1}{dt}=\frac{\kappa_1}{1+\rho}.$$

For the outer layer, $n_2=\rho n_1$ and $\kappa_1=\kappa_2/s$ give

$$n_2\frac{dn_2}{dt}=\frac{\rho^2\kappa_2}{s(1+\rho)}=\frac{\rho}{\rho+p}\,\kappa_2 .$$

Multiply by $V_i^2$ and integrate from zero thickness:

$$x_1^2=\frac{2k_1t}{1+\rho},\qquad x_2^2=\frac{2k_2t\,\rho}{\rho+p}.$$

The factors are shares. The metal entering the scale is divided between the layers as $1:\rho$, so layer 1 keeps the fraction $1/(1+\rho)$. The oxygen is divided as $\nu_1n_1:\nu_2n_2=p:\rho$, so layer 2 keeps the fraction $\rho/(\rho+p)$.

If the initial thickness was negligible, the laws can be inverted to find the separate constants from one double scale in its steady state:

$$k_1=(1+\rho)\frac{x_1^2}{2t},\qquad k_2=\left(1+\frac p\rho\right)\frac{x_2^2}{2t}.$$

## The numbers for MO under M$_3$O$_4$

The example uses round model parameters: $\nu_1=1$, $\nu_2=4/3$, $p=0.75$, $V_1=12$ and $V_2=15$ cm³ per mole of metal. The oxygen pressures at the metal, the common interface and the gas are $10^{-15}$, $10^{-12}$ and $10^{-6}$ bar.

In the inner oxide only metal moves. Its diffusivity is $10^{-9}$ cm²/s at the common interface and varies as $p_{O_2}^{1/6}$. Integration over $\ln p_{O_2}$ brings a factor 6:

$$k_1=\tfrac12\cdot10^{-9}\cdot6\,\bigl[1-(10^{-3})^{1/6}\bigr]=2.051\times10^{-9}\ \text{cm}^2/\text{s}.$$

In the outer oxide $D_M=2\times10^{-11}$ and $D_O=1\times10^{-11}$ cm²/s are constant:

$$k_2=\tfrac12\left(1+\tfrac43\cdot2\right)10^{-11}\ln10^6=2.533\times10^{-10}\ \text{cm}^2/\text{s}.$$

Then $s=0.1235\,(12/15)^2=0.0790$, and

$$\rho=\tfrac12\left[-0.6710+\sqrt{0.6710^2+4(0.0790)}\right]=0.1022 .$$

The thickness ratio is $1.25\times0.1022=0.128$. The separate thicknesses would have suggested $\sqrt{k_2/k_1}=0.351$.

The opening numbers now follow from the shares. The inner layer keeps $1/1.1022=0.9073$ of the metal, and its thickness is $121.53\sqrt{0.9073}=115.8$ µm. The outer layer keeps $0.1022/0.8522=0.120$ of the oxygen, and its thickness is $42.7\sqrt{0.120}=14.8$ µm. Reading $x_2^2/2t$ as the separate constant of the outer oxide would give $3.04\times10^{-11}$ cm²/s, too small by a factor of about 8.3.

## Limits, and the square-root estimate

For a slowly growing outer oxide, $s\ll p^2$, the ratio is small compared with $p$, and $\rho(\rho+p)=s(1+\rho)$ reduces to

$$\rho\approx\frac{s}{p}.$$

The ratio is then linear in $k_2/k_1$. The reason lies in the fluxes. From $\Phi_2/\Phi_1=s/(p\rho)$ and the steady condition,

$$\frac{\Phi_2}{\Phi_1}=\frac{\rho+p}{p(1+\rho)},$$

which tends to 1 as $\rho\to0$. The outer layer stays just thin enough to pass the oxygen that the inner layer demands, with a small excess for its own growth. In the example the fluxes are 14.77 and 15.22 nmol O/(cm² s), a difference of 3 %.

For a fast outer oxide, write the steady condition as

$$\rho=s\,\frac{1+\rho}{\rho+p}=s\left(1+\frac{1-p}{\rho+p}\right).$$

For large $s$ this gives $\rho\approx s+1-p$. At $s=10$ the approximation is 10.25, and the full root is 10.23.

The square-root estimate corresponds to $\rho=\sqrt s$. Substitution gives

$$Q(\sqrt s)=s+(p-s)\sqrt s-s=(p-s)\sqrt s .$$

It is therefore correct only at $s=p$. For $s<p$ it lies above the root and overestimates the outer layer; for $s>p$ it underestimates it. Both layers are thinner than they would be alone, but the outer layer loses the larger fraction of its thickness for $s<p$, and the inner layer for $s>p$.

## Approach to the steady ratio

Denote the positive root by $\rho_*$. The other root is $-s/\rho_*$, so

$$Q(\rho)=(\rho-\rho_*)\left(\rho+\frac{s}{\rho_*}\right).$$

The second factor is positive, so $\rho$ always moves towards $\rho_*$. Neither layer vanishes on the way. If $\rho<\rho_*$, then $\rho<s/p$ and layer 2 grows, while $n_1=n_2/\rho$ stays above $n_2(0)/\rho_*$. If $\rho>\rho_*$, then $\rho>s$ and layer 1 grows, while $n_2=\rho n_1$ stays above $\rho_*n_1(0)$. An overthick layer may nevertheless shrink at first: layer 1 does so when $\rho<s$, and layer 2 when $\rho>s/p$. The approach is completed at long times, because $n_1^2$ grows at most linearly in time and the integral of $dt/n_1^2$ diverges.

For a small deviation $\delta=\rho-\rho_*$,

$$\frac{d\ln|\delta|}{dt}=-\frac{\kappa_1}{(1-p)n_1^2}\left(1+\frac{s}{\rho_*^2}\right),\qquad \frac{d\ln n_1}{dt}=\frac{\kappa_1}{(1+\rho_*)n_1^2}.$$

Divide the first by the second and insert $s/\rho_*^2=(\rho_*+p)/[\rho_*(1+\rho_*)]$:

$$\frac{d\ln|\delta|}{d\ln n_1}=-\frac{1+\rho_*+(\rho_*+p)/\rho_*}{1-p}=-2m,\qquad m=\frac{2+\rho_*+p/\rho_*}{2(1-p)} .$$

Hence $\delta\propto x_1^{-2m}$. In the example $m=18.9$, so 5 % growth of the inner layer reduces a small deviation to about one sixth. The thin outer layer adjusts quickly because a small change in its thickness strongly changes the small difference $\Phi_2-\Phi_1$.

## Oxygen release or consumption at the common interface

The thickness ratio does not reveal where the oxide forms. For that we solve the interface balances for $s_c$. Subtracting $\nu_1$ times the metal balance from the oxygen balance gives

$$(\nu_2-\nu_1)s_c=J_{O2}+\nu_1J_{M2}-\Phi_1 .$$

Let $\theta_2=J_{O2}/\Phi_2$ be the oxygen share of the outer flux at this interface. Then $J_{M2}=(1-\theta_2)\Phi_2/\nu_2$, and

$$(\nu_2-\nu_1)s_c=\Phi_2\,[\,p+(1-p)\theta_2\,]-\Phi_1 .$$

In the steady state $\Phi_1/\Phi_2=p(1+\rho)/(p+\rho)$. The rate $s_c$ vanishes when

$$(1-p)\theta_2=\frac{p(1+\rho)}{p+\rho}-p=\frac{p(1-p)}{p+\rho},\qquad \theta_2=\frac{p}{p+\rho}.$$

This threshold is the share of all oxygen taken up that ends in the inner oxide. Since $\nu_2-\nu_1=\nu_2(1-p)$, the rate can be written

$$\nu_2s_c=\Phi_2\left(\theta_2-\frac{p}{p+\rho}\right).$$

If less than the threshold share crosses the outer layer, outer oxide decomposes at the common interface, and its whole oxygen content makes up the remainder. If more crosses, the surplus is bound in outer oxide formed there.

In the example $\theta_2=1/(1+8/3)=0.27$, well below the threshold of 0.88. The rates at 10 h, in nmol/(cm² s), are as follows.

- Metal arrives at 14.77 and leaves at 8.30, so 6.46 stays to react.
- Outer oxide decomposes at 6.93 and releases $6.93/3=2.31$ of oxygen. Another 4.15 arrives through the outer layer. Together they supply the 6.46 needed to turn the remaining metal into MO.
- Inner oxide forms at $6.93+6.46=13.40$, the sum being taken before rounding.
- Outer oxide forms at the gas surface at 8.30, leaving a net growth of $8.30-6.93=1.37$.

More than four fifths of the outer oxide formed at the gas surface is thus offset by decomposition at the other face. The released oxygen is bound again at once; no gas is produced.

## How far the result holds

The approximation made in the transport step can be checked by solving the moving-boundary diffusion problem in full, for mobile oxygen and with the same composition range in both oxides. Take $\nu_i$ as the composition at the metal side of each oxide, a range of 0.01 O per M, the value of $s$ of the example, and $k_i$ from the transport integral. The ratio then differs from the root of $Q$ by $-0.12$ %. Constants taken instead from the growth of each oxide alone differ from the integral at first order in the range and give $-0.20$ %. The size and sign of the difference also depend on $s$. The difference falls in proportion to the range, as the numerical output shows. Time integrations of the interface balances, started with $\rho$ ten times too large and ten times too small, reached the same ratio for three different divisions of the flux between metal and oxygen.

Other conditions are not covered by these checks. If oxygen dissolves in the metal at the rate $J_d$, the oxygen total falls from $\Phi_2$ to $\Phi_2-J_d$, and the metal total from $\Phi_1/\nu_1$ to $(\Phi_1-J_d)/\nu_1$. Pores and cracks open paths that $k_i$ does not contain. Grain-boundary transport in a coarsening oxide makes $k_i$ depend on time. A slow interface reaction shifts the potentials at the layer faces, which matters most while the layers are thin. Dissolution changes the balances themselves; the other cases change the relation between $\Phi_i$ and the layer thickness. The model must be adapted accordingly before measured thicknesses are turned into transport constants.

## Calculated quantities

```
O per M, inner and outer: 1.0000, 1.3333; p = 0.7500
V1, V2 = 12.0, 15.0 cm^3 per mol M
O2 pressures metal, common, gas: 1e-15, 1e-12, 1e-06 bar
inner D_M at common interface = 1.00e-09 cm^2/s, pressure exponent 1/6, D_O = 0
outer D_M, D_O = 2.00e-11, 1.00e-11 cm^2/s
k1 = 2.0513e-09 cm^2/s
k2 = 2.5328e-10 cm^2/s
k2/k1 = 0.12347; s = 0.07902; s/p = 0.10536
rho = n2/n1 = 0.10221
x2/x1 = 0.12776; sqrt(k2/k1) = 0.35139
growth constants in double scale: inner 1.8611e-09, outer 3.0377e-11 cm^2/s
time = 10.0 h
x1, x2, total = 115.76, 14.79, 130.55 um
alone for same time: inner 121.53, outer 42.70 um
oxygen uptake = 1.0961 mmol O/cm^2
Phi1, Phi2 = 14.7673, 15.2237 nmol O/(cm^2 s)
metal flux inner, outer = 14.7673, 8.3038 nmol M/(cm^2 s)
oxygen flux in outer oxide = 4.1519 nmol O/(cm^2 s)
common interface: inner oxide formed 13.3979, outer oxide formed -6.9345 nmol M/(cm^2 s)
oxygen released by outer-to-inner conversion = 2.3115 nmol O/(cm^2 s)
outer oxide formed at gas surface = 8.3038 nmol M/(cm^2 s)
net growth inner, outer = 13.3979, 1.3693 nmol M/(cm^2 s)
oxygen share theta2 = 0.2727; threshold = 0.8801
reaction-couple factor nu2/(nu2-nu1) = 4.0000
approach exponent m: formula 18.881, time integration 18.877
s = 0.01: rho = 0.01328, s/p = 0.01333, sqrt(s) = 0.10000
s = 0.10: rho = 0.12846, s/p = 0.13333, sqrt(s) = 0.31623
s = 1.00: rho = 1.13278, s/p = 1.33333, sqrt(s) = 1.00000
s = 10.00: rho = 10.22773, s/p = 13.33333, sqrt(s) = 3.16228
homogeneity range 1e-02 O per M: diffusion ratio differs by -0.1176 %
homogeneity range 1e-03 O per M: diffusion ratio differs by -0.0118 %
homogeneity range 1e-04 O per M: diffusion ratio differs by -0.0012 %
```
